# Depletion width of a silicon MOS surface at strong inversion

## Problem

A metal gate and an oxide cover p-type silicon with a uniform acceptor density $N=10^{17}\ \mathrm{cm^{-3}}$ at 300 K. A positive gate voltage drives holes away from the surface and leaves a layer of negative acceptor ions. The voltage is held long enough for electrons to collect at the surface, and no current flows, so the silicon is in equilibrium.

The equilibrium maximum depletion width is, by convention, the width $W$ of this layer at the onset of strong inversion, where the electron density at the surface equals the hole density in the bulk.

(a) How large is $W$?

(b) Is it a true maximum, or does the depletion charge go on growing beyond the onset?

(c) How do a work-function difference and charge at the oxide interface change it?

Take the relative permittivity $\kappa=11.7$, the intrinsic carrier density $n_i=10^{10}\ \mathrm{cm^{-3}}$ and the gap 1.12 eV, all rough typical values for silicon. Assume that all acceptors are ionized and that the carriers obey Boltzmann statistics.

The algebra is in atomic units, with $e=1$ and $4\pi\varepsilon_0=1$. An electrostatic potential is then also an energy. Let $x$ run from the surface into the silicon, and let $\psi(x)$ be the potential relative to the deep bulk. A positive $\psi$ lowers the electron energies, so $\psi$ is the downward band bending. For numbers, the factor $e^2/(4\pi\varepsilon_0)=1.440$ eV nm is put back beside each density, and $N=10^{-4}\ \mathrm{nm^{-3}}$.

## First estimate by scaling

Poisson's equation relates the curvature of the potential to the charge density $\rho$:

$$\psi''=-\frac{4\pi\rho}{\kappa}.$$

In the depleted layer $\rho\approx-N$. If the potential changes by $\psi_s$ over a distance $W$, its curvature is of order $\psi_s/W^2$. Hence

$$\frac{\psi_s}{W^2}\sim\frac{4\pi N}{\kappa},\qquad W\sim\sqrt{\frac{\kappa\psi_s}{4\pi N}}.$$

The bending must turn a p-type surface into an n-type one. Because $N$ is far above $n_i$, the Fermi level lies well below the middle of the gap in the bulk, and at the onset it must lie about as far above the middle at the surface. The bending is therefore a sizeable part of the gap, and the gap itself serves as a rough value:

$$W\sim\sqrt{\frac{11.7\times1.12\ \mathrm{eV}}{4\pi\times1.440\ \mathrm{eV\,nm}\times10^{-4}\ \mathrm{nm^{-3}}}}\approx85\ \mathrm{nm}.$$

The estimate leaves open the numerical factor in the curvature and the actual bending at the onset.

## Solution

### The bending at the onset

The bulk is neutral, so its hole density $p_0$ and electron density $n_0$ satisfy $p_0-n_0=N$, together with $p_0n_0=n_i^2$. Here $n_0\approx n_i^2/N=10^3\ \mathrm{cm^{-3}}$, which is negligible beside $N$, and $p_0=N$ to high accuracy.

Let $\phi_F$ be the energy by which the Fermi level lies below the intrinsic level in the bulk. Boltzmann statistics give $p_0=n_i e^{\phi_F/kT}$, so

$$\phi_F=kT\ln\frac{N}{n_i}.$$

With $kT=0.02585$ eV and $\ln 10^7=16.118$, this is $\phi_F=0.4167$ eV.

At the surface the electron energies are lowered by $\psi_s=\psi(0)$, and the electron density is raised accordingly:

$$n_s=\frac{n_i^2}{N}e^{\psi_s/kT}.$$

Setting $n_s=N$ gives $e^{\psi_s/kT}=(N/n_i)^2$, and the logarithm gives

$$\psi_s=2kT\ln\frac{N}{n_i}=2\phi_F=0.8334\ \mathrm{eV}.$$

### The width

The depletion approximation replaces the smooth charge distribution by a box: $\rho=-N$ for $0<x<W$, and $\rho=0$ beyond. The surface electrons are left out. Inside the box

$$\psi''=\frac{4\pi N}{\kappa}.$$

The potential and the field vanish in the neutral bulk. Both are continuous at the edge of the box, because there is no sheet of charge there, so $\psi(W)=\psi'(W)=0$. Integrating once from $W$ gives

$$\psi'(x)=-\frac{4\pi N}{\kappa}(W-x),$$

and integrating again gives

$$\psi(x)=\frac{2\pi N}{\kappa}(W-x)^2.$$

At the surface $\psi_s=2\pi NW^2/\kappa$. Solving for the width and inserting $\psi_s=2\phi_F$,

$$W=\sqrt{\frac{\kappa\psi_s}{2\pi N}}=\sqrt{\frac{\kappa\phi_F}{\pi N}}.$$

The numbers are

$$W^2=\frac{11.7\times0.4167\ \mathrm{eV}}{\pi\times1.440\ \mathrm{eV\,nm}\times10^{-4}\ \mathrm{nm^{-3}}}\approx1.078\times10^4\ \mathrm{nm^2},$$

$$W=103.8\ \mathrm{nm}\approx104\ \mathrm{nm},$$

or 1038 angstrom. This answers (a). The layer holds $NW=1.04\times10^{12}$ acceptor ions per square centimetre.

### What the sharp edge leaves out

The hole density really falls smoothly from the bulk towards the surface. To see what this changes, write $u=\psi/kT$ and keep both kinds of carrier. Since $N=p_0-n_0$, the charge density is

$$\rho=p_0(e^{-u}-1)-n_0(e^{u}-1).$$

Set $p_0=N$ and define $r=n_0/p_0$ and the Debye length $L$ by

$$L^2=\frac{\kappa kT}{4\pi N},\qquad L=12.93\ \mathrm{nm}.$$

Poisson's equation becomes

$$L^2u''=1-e^{-u}+r(e^u-1).$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\tfrac12L^2u'^2=G(u),\qquad G(u)=u-1+e^{-u}+r(e^u-1-u).$$

Define the charge-equivalent width $W_h$ as the number of missing holes per area divided by $N$. The local fraction of missing holes is $1-e^{-u}$. Since $dx=du/|u'|$ in magnitude and $|u'|=\sqrt{2G}/L$,

$$W_h=\int_0^\infty(1-e^{-u})\,dx=\frac{L}{\sqrt2}\int_0^{u_s}\frac{1-e^{-u}}{\sqrt{G(u)}}\,du,$$

where $u_s=\psi_s/kT$.

Without electrons, $r=0$, and the numerator is the derivative of $G$. The integral is then $2\sqrt{G(u_s)}$, and

$$W_h=L\sqrt{2(u_s-1+e^{-u_s})}.$$

The box formula in the same notation is $W=L\sqrt{2u_s}$. The smooth edge thus costs about one $kT$ of bending. At the onset $u_s=u_0=2\phi_F/kT=32.24$, and $W_h=12.93\ \mathrm{nm}\times\sqrt{62.48}\approx102.2$ nm. A numerical integration of the full equation from the bulk to the surface, electrons included, also gives 102.2 nm.

The box value has a further meaning. At the onset $r=e^{-u_0}$, so $re^{u_0}=1$. This electron term cancels the $-1$ in $G$, leaving $G(u_0)=u_0$ apart from terms of relative size $e^{-u_0}$. The surface field of the full equation therefore agrees with that of the box. By Gauss's law, so does the total charge. The box width counts missing holes and electrons together: the computed electron density per area is $1.65\times10^{10}\ \mathrm{cm^{-2}}$, which divided by $N$ is 1.65 nm, and this makes up the difference between 102.2 and 103.8 nm within rounding.

### Beyond the onset

Each further $kT$ of bending multiplies the surface electron density by $e$, while the box width grows only as the square root of the bending. The full equation, integrated numerically, gives the following widths $W_h$. The last column has the electrons removed.

| Bending | With electrons | Without electrons |
|---|---:|---:|
| $2\phi_F$ | 102.2 nm | 102.2 nm |
| $2\phi_F+6kT$ | 109.1 nm | 111.6 nm |
| $2\phi_F+16kT$ | 109.9 nm | 125.7 nm |

In the first $6kT$ beyond the onset the depletion charge grows by $N\times6.9\ \mathrm{nm}\approx7\times10^{10}\ \mathrm{cm^{-2}}$. The electron charge grows from $1.65\times10^{10}$ to $2.75\times10^{12}\ \mathrm{cm^{-2}}$. The electrons supply about 98 per cent of the added silicon charge.

The limiting width can be found by hand. For large $u$, the electron term in $G$ is $e^{u-u_0}$. It equals the depletion term $u-1$ at a bending $u_1$ given by

$$e^{u_1-u_0}=u_1-1,\qquad u_1=u_0+\ln(u_1-1).$$

Iteration gives $u_1=35.79$. Write $c=u_1-1=34.79$. If the electrons were absent up to $u_1$ and stopped all growth there, the integral in $W_h$ would be $2\sqrt c$. The real crossover is gradual. Put $v=u-u_1$. Near the crossover $u-1$ changes little and may be replaced by $c$, so that $G\approx c(1+e^v)$. The correction to the sudden stop is

$$\frac1{\sqrt c}\left[\int_{-V}^{\infty}\frac{dv}{\sqrt{1+e^v}}-V\right],$$

with $V$ large compared with 1 but small compared with $c$. The substitution $s=\sqrt{1+e^v}$ gives $dv=2s\,ds/(s^2-1)$. The integral becomes

$$\int\frac{2\,ds}{s^2-1}=\ln\frac{s-1}{s+1}.$$

At the upper limit the logarithm vanishes. At the lower limit $s\approx1+e^{-V}/2$, and the logarithm is $-V-2\ln2$. The integral is thus $V+2\ln2$, the bracket is $2\ln2$, and

$$W_h(\infty)\approx\frac{L}{\sqrt2}\left(2\sqrt c+\frac{2\ln2}{\sqrt c}\right)\approx9.14\ \mathrm{nm}\times12.03\approx110\ \mathrm{nm}.$$

This agrees with the last numerical value in the middle column. The answer to (b) is that 104 nm is the width at a conventional onset. In this Boltzmann model the equilibrium depletion charge continues to a limit equivalent to about 110 nm, 6 per cent above $W$.

The limit depends on equilibrium. If the gate voltage rises too fast for electrons to collect, the last column applies and the layer keeps widening with the voltage, until thermal generation, tunnelling or avalanche breakdown supplies electrons. This state is called deep depletion.

### Work function and interface charge

Let the oxide have thickness $t$ and relative permittivity $\kappa_{ox}$, and let a uniform charge $\sigma$ per area lie at its interface with the silicon. Fields are counted positive when they point into the silicon. Gauss's law at the interface reads

$$\kappa F_s-\kappa_{ox}F_{ox}=4\pi\sigma.$$

The applied gate voltage $V_G$ must supply the work-function difference $\Phi_{ms}$ (gate minus silicon), the bending and the drop across the oxide:

$$V_G=\Phi_{ms}+\psi_s+\frac{t}{\kappa_{ox}}\left(\kappa F_s-4\pi\sigma\right).$$

At the onset $\psi_s=2\phi_F$, and the silicon charge then fixes $F_s$. Neither depends on $\Phi_{ms}$ or $\sigma$. These two quantities change the gate voltage at which the onset is reached, but not $W$. If $\sigma$ comes from interface traps, its value at this bending is the one to insert. This answers (c) for charge that is uniform along the interface. Patches of charge would make the bending vary from place to place at a given gate voltage.

## Comparison of the estimate and the solution

The estimate of 85 nm is 18 per cent below the solution of 103.8 nm. Two factors account for the difference. A potential of constant curvature that starts flat rises by half the curvature times the distance squared. The scaling argument dropped this half, and restoring it raises the width by $\sqrt2$. The estimate also used the whole gap in place of the bending $2\phi_F$, and correcting this multiplies the width by $\sqrt{0.8334/1.12}=0.863$. Together they give $85.1\ \mathrm{nm}\times1.414\times0.863\approx104$ nm. The two errors partly cancel.

The scaling does capture the main dependence on doping, $W\propto N^{-1/2}$, which the logarithm in $\phi_F$ weakens slightly. Doubling the doping to $2\times10^{17}\ \mathrm{cm^{-3}}$ raises $\phi_F$ by $kT\ln2$ to 0.435 eV, and the width falls to 75 nm. The intrinsic density enters through the logarithm alone: $n_i=1.5\times10^{10}\ \mathrm{cm^{-3}}$ would give 102.5 nm.

## The result in a silicon device

A doping of $10^{17}\ \mathrm{cm^{-3}}$ is a rough typical value for the body of a planar MOS transistor. The one-dimensional result requires doping that is uniform over about 100 nm and a gate much longer than that. Short transistors break the second condition, because source and drain then share in the depletion charge. Doping profiles break the first, and the value of 75 nm at twice the doping shows how strongly the width responds. Equilibrium also requires source, drain and body to be at the same potential. A reverse bias $V$ of source and drain against the body raises the bending at the onset to $2\phi_F+V$, and at 1 V the box width becomes 154 nm.

**Fields.** The surface field is $F_s=2\psi_s/W=0.161$ MV/cm, below a rough silicon breakdown field of 0.6 MV/cm. With $\kappa_{ox}=3.9$ and no interface charge, the oxide field is three times larger, 0.48 MV/cm, against a rough breakdown field of 10 MV/cm. At the onset the bending is 0.287 eV smaller than the gap. The valence band in the bulk therefore does not overlap in energy with the conduction band at the surface, and direct band-to-band tunnelling is excluded at the onset when there is no reverse bias. With the 1 V reverse bias above, the bending is 1.83 eV and exceeds the gap, so this energy argument no longer applies.

**Boron ionization.** Take a rough acceptor level 0.045 eV above the valence band, a degeneracy factor of 4 and a valence band-edge density $N_v=3\times10^{19}\ \mathrm{cm^{-3}}$. The bulk hole density $p$ then obeys

$$p^2=\frac{N_v}{4}e^{-0.045\ \mathrm{eV}/kT}(N-p),$$

which gives $p=0.934N$. In the depleted layer the holes are scarce and the acceptors are ionized, so the box charge remains $N$. The lower bulk hole density reduces the bending at the onset slightly, and the width becomes 103.6 nm.

**Quantum confinement.** The surface field holds the electrons in a narrow well, which raises their lowest energies. Treat the well as triangular, with a hard wall at the oxide and slope $F_s$. Its levels are $a_i(F_s^2/2m_z)^{1/3}$, where $-a_i$ are the zeros of the Airy function and $m_z$ is the mass normal to the surface. For a (100) surface, two valleys have $m_z=0.92$ and four have $m_z=0.19$ electron masses. Summing the Boltzmann occupations of these levels, and requiring the same electron number per area as in the classical well, calls for 0.029 eV more bending. With this definition of the onset the width is 105.6 nm.

**Degeneracy.** At the onset the surface electron density is 0.0036 of the conduction band-edge density, $2.74\times10^{19}\ \mathrm{cm^{-3}}$, and Boltzmann statistics are sound. At $6kT$ beyond the onset the Boltzmann ratio is 1.47, and they are not. Fermi statistics would give fewer electrons at the same bending. The width there would then lie between the table's 109.1 nm and 111.6 nm, if degeneracy is the sole change. The entries at $16kT$ show the limit of the model and do not describe a real inversion layer.

**Temperature.** At 400 K, with the gap held at 1.12 eV and $n_i\propto T^{3/2}e^{-1.12\ \mathrm{eV}/2kT}$, the intrinsic density rises to $3.5\times10^{12}\ \mathrm{cm^{-3}}$. Then $\phi_F$ falls to 0.354 eV and the width to 95.7 nm, about 8 per cent below its value at 300 K. The gap of real silicon shrinks on heating. This raises $n_i$ at 400 K further, to between $5$ and $6\times10^{12}\ \mathrm{cm^{-3}}$, and lowers the width to about 93.5 nm, some 10 per cent below its value at 300 K.
